# Relativity and s-d transfer: tungsten d4s2 and platinum d9s1

**Question**

I am trying to understand why the columns Cr, Mo, W and Ni, Pd, Pt do not keep one ground configuration. Chromium and molybdenum are d⁵s¹, but tungsten is d⁴s². Palladium is d¹⁰, but platinum is d⁹s¹. The explanation I know is "relativity contracts 6s". However, my scalar-relativistic density functional calculation still puts tungsten in d⁵s¹.

What are the s-d transfer energies with and without relativity? How much comes from 6s itself and how much from 5d? And what is missing for tungsten?

**Answer**

Your calculation is missing spin-orbit coupling, which is a large term for tungsten. Configuration mixing and the approximate density functional can each add further errors of some tenths of an eV. I define the transfer energy as

$$\Delta E=E(d^{n+1}s^{m-1})-E(d^n s^m),$$

so a positive value favours keeping the s electron. Equations are in atomic units, with $c\approx137$.

**What scalar relativity changes**

Write the Dirac equation for large component $\psi$ and small component $\chi$, with energy $E$ measured from the rest energy:

$$V\psi+c\,\boldsymbol\sigma\!\cdot\!\mathbf p\,\chi=E\psi,\qquad c\,\boldsymbol\sigma\!\cdot\!\mathbf p\,\psi+(V-2c^2)\chi=E\chi .$$

Put $\chi=\boldsymbol\sigma\!\cdot\!\mathbf p\,\phi/2c$ and multiply the second equation by $\boldsymbol\sigma\!\cdot\!\mathbf p/2c$. Since $(\boldsymbol\sigma\!\cdot\!\mathbf p)^2=p^2=2T$,

$$V\psi+T\phi=E\psi,\qquad T\psi+\Big(\frac{W}{4c^2}-T\Big)\phi=\frac{E\,T}{2c^2}\phi,$$

with

$$W=\boldsymbol\sigma\!\cdot\!\mathbf p\,V\,\boldsymbol\sigma\!\cdot\!\mathbf p=\mathbf p\!\cdot\!V\mathbf p+\boldsymbol\sigma\!\cdot\!(\nabla V\times\mathbf p).$$

Scalar relativity keeps the first part of $W$. For $c\to\infty$ the second equation gives $\phi=\psi$, and the first becomes the Schrödinger equation. To next order, the second equation gives $T(\phi-\psi)=(W-2ET)\psi/4c^2$. Inserting this in the first gives the leading energy shift

$$\delta\varepsilon=\frac{1}{4c^2}\langle\mathbf p\cdot(V-E)\mathbf p\rangle=\frac{1}{4c^2}\int (V-E)\,|\nabla\psi|^2\,d^3r .$$

Near the nucleus $V<E$, so that region lowers the energy. An s orbital has large gradients there. This is the *direct* effect.

The *indirect* effect comes from the changed self-consistent potential. By Gauss's law, electron charge moved from outside a radius $r$ to inside it screens the nucleus more strongly at $r$. Contraction of other shells can therefore raise 5d.

**The calculation**

I used free atoms with point nuclei, spherical high-spin averages and self-consistent LSDA orbitals. On these orbitals I evaluated PBE and

$$E_{\rm PBE0}=E_{\rm PBE}+\tfrac14\left(E_x^{\rm exact}-E_x^{\rm PBE}\right).$$

The hybrid is thus not self-consistent. Exact exchange uses normalized large components. Breit interaction, QED and configuration mixing are left out. A denser basis and finer grid move the W and Pt transfer energies by up to 0.003 eV. A finite nucleus lowers them by up to 0.01 eV. Separate radial functions for $j=l\pm\tfrac12$ in all shells lower them by about 0.015 eV in W and 0.03 to 0.04 eV in Pt.

The PBE0 transfer energies in eV are below. NR is nonrelativistic, SR scalar relativistic, and SO includes spin-orbit coupling and compares the lowest level of each configuration.

| Transfer | NR | SR | SO |
|---|---:|---:|---:|
| Cr d⁴s²→d⁵s¹ | −1.88 | −1.68 | −1.62 |
| Mo d⁴s²→d⁵s¹ | −2.79 | −2.25 | −2.10 |
| W d⁴s²→d⁵s¹ | −2.61 | −0.81 | −0.16 |
| Ni d⁸s²→d⁹s¹ | −0.33 | 0.04 | 0.10 |
| Ni d⁹s¹→d¹⁰ | 1.85 | 2.09 | 2.18 |
| Pd d⁸s²→d⁹s¹ | −3.43 | −2.50 | −2.37 |
| Pd d⁹s¹→d¹⁰ | −1.62 | −0.92 | −0.73 |
| Pt d⁸s²→d⁹s¹ | −3.38 | −0.46 | −0.03 |
| Pt d⁹s¹→d¹⁰ | −1.91 | 0.51 | 1.04 |

Scalar relativity raises every entry, and the rise grows down each column: 0.20, 0.54 and 1.80 eV for Cr, Mo and W. Without relativity, this model makes W d⁵s¹ and Pt d¹⁰, like Mo and Pd directly above them.

**How much is 6s and how much is 5d?**

Let a fraction $q$ of an electron move from s to d. The energy is stationary with respect to the normalized orbitals, so their relaxation does not contribute to its first derivative. Changing the occupations gives

$$\frac{dE}{dq}=\varepsilon_d-\varepsilon_s .$$

Expand $E(1)$ and $E(0)$ about $q=\tfrac12$. The even terms cancel in the difference:

$$\Delta E=E'(\tfrac12)+\tfrac1{24}E'''(\tfrac12)+\cdots\approx(\varepsilon_d-\varepsilon_s)_{q=1/2}.$$

Orbital shifts at half transfer therefore explain the transfer energy. For the direct shift I put the relativistic operator in the nonrelativistic potential. For the indirect shift I put the nonrelativistic operator in the relativistic potential. The LSDA shifts in eV, for W halfway along d⁴s²→d⁵s¹ and for Pt halfway along d⁹s¹→d¹⁰, are:

| Orbital | Direct | Indirect | Total |
|---|---:|---:|---:|
| W 6s | −1.52 | 0.56 | −0.79 |
| W 5d | −0.92 | 1.78 | 1.05 |
| Pt 6s | −2.22 | 0.34 | −1.73 |
| Pt 5d | −1.68 | 2.01 | 0.66 |

The two effects do not add up to the total, because each was evaluated with the other switched off.

For tungsten, the direct effect on $\varepsilon_d-\varepsilon_s$ is $-0.92+1.52=0.60$ eV and the indirect effect is $1.78-0.56=1.22$ eV. The total shift is 1.83 eV, in agreement with the LSDA total-energy shift of 1.84 eV. For platinum the parts are 0.54 and 1.67 eV, and the total is 2.39 eV by both routes.

So "6s contracts" is only part of the story. Counted by orbital, the lowering of 6s supplies 0.79 of the 1.83 eV in W but 1.73 of the 2.39 eV in Pt, and the rise of 5d supplies the rest. Counted by mechanism, the direct part is the smaller one in both atoms. The direct effect lowers 5d as well as 6s, which cancels much of its influence on the transfer. The larger part comes from the changed potential, which raises 5d more than 6s. "Indirect" does not mean "independent of 6s". A first-order electrostatic estimate assigns about 0.6 eV (W) and 0.3 eV (Pt) of the rise of $\varepsilon_d-\varepsilon_s$ to the changed 6s density, 1.3 and 2.0 eV to 5s and 5p, and 0.75 and 1.3 eV to deeper shells. The changes in 5d and 4f offset part of this.

The radii agree with this picture. In W d⁴s², the mean 6s radius falls from 3.41 to 3.09 bohr, while that of 5d grows from 1.95 to 2.04 bohr.

**What spin-orbit coupling adds**

The part of $W$ dropped above gives, to leading order in a central potential,

$$\frac{1}{4c^2}\boldsymbol\sigma\!\cdot\!(\nabla V\times\mathbf p)=\frac{V'}{2c^2r}\,\mathbf l\!\cdot\!\mathbf s .$$

Let $\zeta$ be the radial average of $V'/(2c^2r)$. For a d electron, $\mathbf l\cdot\mathbf s$ is $1$ for $j=5/2$ and $-3/2$ for $j=3/2$. Hence, to this order, $\zeta=\tfrac25(\varepsilon_{5/2}-\varepsilon_{3/2})$. The values of $\zeta$ used below come from this splitting.

Within one term, the interaction acts as $\lambda\,\mathbf L\cdot\mathbf S$. To find $\lambda$, take $M_S=S$:

- In d⁴ all spins are up, so $\zeta\sum m_i/2=\zeta M_L/2$. Equating this to $\lambda M_LS$ with $S=2$ gives $\lambda=\zeta/4$.
- In d⁸s² and d⁹s¹ the filled spin-up d shell has no orbital moment. The spin-down electrons give $-\zeta M_L/2$, so with $S=1$, $\lambda=-\zeta/2$.

Now use

$$\langle\mathbf L\!\cdot\!\mathbf S\rangle=\tfrac12[J(J+1)-L(L+1)-S(S+1)].$$

The first-order shifts of the lowest levels are

$$\begin{aligned}
{}^5D_0\ (d^4s^2)&:\ \tfrac{\zeta}{4}(-6)=-\tfrac32\zeta, & {}^7S_3\ (d^5s^1)&:\ 0,\\
{}^3F_4\ (d^8s^2)&:\ -\tfrac{\zeta}{2}(3)=-\tfrac32\zeta, & {}^3D_3\ (d^9s^1)&:\ -\tfrac{\zeta}{2}(2)=-\zeta .
\end{aligned}$$

The d¹⁰ shell has no shift in this single-configuration treatment. These formulas hold for weak coupling. The SO column instead uses diagonalization over all determinants of each configuration, which also mixes terms.

**Tungsten**

With $\zeta=0.291$ eV, first order lowers d⁴s² by $1.5\times0.291=0.437$ eV. Diagonalization gives 0.765 eV, so term mixing matters. It lowers d⁵s¹ by 0.113 eV. Therefore

$$\Delta E_{\rm SO}=-0.811+(-0.113)-(-0.765)\approx-0.16\ \text{eV}.$$

Relativity has removed about 2.4 eV of the 2.6 eV preference for d⁵s¹: 1.8 eV through scalar effects and 0.65 eV through spin-orbit coupling. But the sign is still wrong. Real tungsten has the d⁴s² level ⁵D₀ lowest, whereas in this spherical treatment PBE0 leaves d⁵s¹ lower by 0.16 eV and PBE by 0.07 eV.

The lighter atoms show how large the remaining error can be. Measured d⁴s² levels lie very roughly 1.0 eV above the ground level in Cr and 1.4 eV in Mo, while PBE0 gives 1.6 and 2.1 eV. The calculation thus favours d⁵s¹ by some 0.6 to 0.7 eV in both. A similar error in W would more than reverse the computed order. That is an inference from the trend, not a calculated correction. The comparison also does not separate the error of the functional from that of the spherical averages or of the missing configuration mixing. The last is not small. Letting d⁴s², d⁵s¹ and d⁶ mix through Slater integrals of the same orbitals lowers ⁵D₀ by about 0.3 eV and leaves ⁷S₃ unchanged, which puts ⁵D₀ lowest by about 0.14 eV. Part of that lowering may already be contained in the correlation functional, so it is an estimate of size only.

**Platinum**

The d⁸ average contains both ³F and ³P, so the ³F energy needs a correction. Two holes have the same relative term energies as two electrons, because the interaction of one hole with a full shell does not depend on its $m$. For parallel spins in $m=2$ and $m=1$, which is a pure ³F state, the Coulomb and exchange integrals are

$$J=F^0-\tfrac{2}{49}F^2-\tfrac{4}{441}F^4,\qquad K=\tfrac{6}{49}F^2+\tfrac{5}{441}F^4 .$$

Thus $E({}^3F)=J-K=F^0-\tfrac{8}{49}F^2-\tfrac{9}{441}F^4$.

For the average, sum over all 25 ordered pairs $(m,m')$. The Coulomb terms give $25F^0$, since the anisotropic parts cancel, and the exchange terms give $5F^0+\tfrac{10}{7}(F^2+F^4)$. The five pairs with $m=m'$ cancel in the difference. Dividing by the other 20 gives $F^0-\tfrac1{14}(F^2+F^4)$. Hence

$$E({}^3F)-E_{\rm av}=-\tfrac{9}{98}F^2+\tfrac{5}{98}F^4 .$$

With $F^2=7.72$ and $F^4=5.06$ eV this is $-0.709+0.258=-0.451$ eV, already included in the table. Spin-orbit coupling then lowers d⁸s² by 0.965 eV and d⁹s¹ by 0.536 eV:

$$\begin{aligned}
d^8s^2\to d^9s^1:&\quad -0.455-0.536+0.965\approx-0.03\ \text{eV},\\
d^9s^1\to d^{10}:&\quad 0.507+0.536\approx1.04\ \text{eV}.
\end{aligned}$$

The second result explains why platinum does not follow palladium: relativity turns d¹⁰ from the lowest configuration into one about 1 eV above d⁹s¹. PBE gives nearly the same value, 1.01 eV. The measured value is smaller, roughly 0.76 eV. Mixing of d¹⁰ with d⁸s², left out here, would lower d¹⁰ by about 0.3 eV.

The first result is too close to decide. PBE0 puts d⁹s¹ lowest, as observed, but PBE puts d⁸s² lower by 0.03 eV. Both margins are no larger than the neglected shifts listed above. The calculation supports a near-degeneracy of these two configurations, not a reliable prediction of their order.

The numerical check tests the radial equation, the term formulas, the first-order spin-orbit shifts and the growth of the scalar shifts down each column.

## Numbers as computed

```
speed of light 137.035999 a.u.; 1 hartree = 27.211386 eV
Z=74 one-electron 1s1/2: basis -2973.09770, formula -2973.40057 Eh
Z=74 one-electron 3d3/2: basis -311.91850, formula -311.91873 Eh
Z=74 one-electron 3d5/2: basis -306.72696, formula -306.72721 Eh
N LSDA: radial -54.136798, 3D -54.136774 Eh
N PBE0: radial -54.543493, 3D -54.543467 Eh
Transfer energies in eV: NR, scalar (SR), SR + spin-orbit (SO)
PBE0 Cr d4s2->d5s1: NR -1.882, SR -1.678, SO -1.623 eV
PBE0 Mo d4s2->d5s1: NR -2.794, SR -2.252, SO -2.100 eV
PBE0 W  d4s2->d5s1: NR -2.607, SR -0.811, SO -0.160 eV
PBE0 Ni d8s2->d9s1: NR -0.328, SR 0.036, SO 0.096 eV
PBE0 Ni d9s1->d10: NR 1.848, SR 2.092, SO 2.180 eV
PBE0 Pd d8s2->d9s1: NR -3.426, SR -2.503, SO -2.370 eV
PBE0 Pd d9s1->d10: NR -1.617, SR -0.922, SO -0.732 eV
PBE0 Pt d8s2->d9s1: NR -3.380, SR -0.455, SO -0.026 eV
PBE0 Pt d9s1->d10: NR -1.914, SR 0.507, SO 1.043 eV
PBE  Cr d4s2->d5s1: NR -2.168, SR -1.966, SO -1.911 eV
PBE  Mo d4s2->d5s1: NR -2.804, SR -2.264, SO -2.112 eV
PBE  W  d4s2->d5s1: NR -2.525, SR -0.724, SO -0.072 eV
PBE  Ni d8s2->d9s1: NR -0.816, SR -0.450, SO -0.391 eV
PBE  Ni d9s1->d10: NR 1.185, SR 1.438, SO 1.526 eV
PBE  Pd d8s2->d9s1: NR -3.451, SR -2.533, SO -2.401 eV
PBE  Pd d9s1->d10: NR -1.732, SR -1.041, SO -0.851 eV
PBE  Pt d8s2->d9s1: NR -3.297, SR -0.398, SO 0.031 eV
PBE  Pt d9s1->d10: NR -1.914, SR 0.470, SO 1.006 eV
Cr lowest PBE0: NR d5s1, SR d5s1, SO d5s1
Mo lowest PBE0: NR d5s1, SR d5s1, SO d5s1
W lowest PBE0: NR d5s1, SR d5s1, SO d5s1
Ni lowest PBE0: NR d9s1, SR d8s2, SO d8s2
Pd lowest PBE0: NR d10, SR d10, SO d10
Pt lowest PBE0: NR d10, SR d9s1, SO d9s1
W d4s2: zeta 0.291, F2 6.10, F4 3.95, G2 2.77 eV
  term shift -0.000, SO shift -0.765 eV; J=0
W d5s1: zeta 0.265, F2 5.71, F4 3.67, G2 2.81 eV
  term shift -0.000, SO shift -0.113 eV; J=3
Pt d8s2: zeta 0.571, F2 7.72, F4 5.06, G2 2.61 eV
  term shift -0.451, SO shift -0.965 eV; J=4
Pt d9s1: zeta 0.536, F2 7.31, F4 4.76, G2 2.63 eV
  term shift 0.000, SO shift -0.536 eV; J=3
W 6s: NR -3.612, direct -1.521, indirect 0.559, total shift -0.785 eV
W 5d: NR -5.873, direct -0.921, indirect 1.783, total shift 1.050 eV
Pt 6s: NR -4.039, direct -2.217, indirect 0.336, total shift -1.734 eV
Pt 5d: NR -5.955, direct -1.676, indirect 2.008, total shift 0.655 eV
W LSDA relativistic shift: total energy 1.835, orbital estimate 1.834 eV
Pt LSDA relativistic shift: total energy 2.394, orbital estimate 2.389 eV
W d4s2 6s mean radius: NR 3.410, SR 3.092 bohr
W d4s2 5d mean radius: NR 1.950, SR 2.039 bohr
Pt d9s1 6s mean radius: NR 3.329, SR 2.881 bohr
Pt d9s1 5d mean radius: NR 1.658, SR 1.705 bohr
```
